# Chern Number Modulo n from Rotation Eigenvalues at Invariant Momenta

## 1. When three momenta are enough

Suppose the bands of a square-lattice model have been computed and the occupied ones are separated from the rest. Is a Berry-curvature calculation over the whole Brillouin zone needed to decide whether the Chern number $C$ vanishes? With fourfold symmetry, one first multiplies the rotation eigenvalues of the occupied states at $\Gamma$, $M$ and $X$. If the product derived below differs from 1, then $C\neq0$ and the question is settled. If it equals 1, $C$ is a multiple of four, and more information is needed to tell 0 from the other multiples. The curvature flux through a quarter of the zone supplies it, as section 3 shows.

## 2. Assumptions and conventions

We treat independent electrons, or a mean-field Hamiltonian, in a two-dimensional crystal with $C_n$ symmetry, $n=2,3,4,6$. The lowest $N$ bands have a direct gap above them at every $\mathbf k$; "occupied" means these bands. Let $E_{\mathbf k}$ be the space spanned by their cell-periodic states $u_{\mathbf k}(\mathbf x)=e^{-i\mathbf k\cdot\mathbf x}\psi_{\mathbf k}(\mathbf x)$.

Let $R$ be the counterclockwise rotation by $2\pi/n$, and $r$ its unitary action on states: $(rf)(\mathbf x)=f(R^{-1}\mathbf x)$, combined with a spin rotation if there is spin. Then
$$r^n=(-1)^F,$$
with $F=0$ for spinless electrons and $F=1$ for spin one-half. Let $V(\mathbf G)$ be multiplication by $e^{-i\mathbf G\cdot\mathbf x}$. Symmetry and periodicity give
$$rE_{\mathbf k}=E_{R\mathbf k},\qquad V(\mathbf G)E_{\mathbf k}=E_{\mathbf k+\mathbf G}.$$
Since $e^{-i\mathbf G\cdot R^{-1}\mathbf x}=e^{-i(R\mathbf G)\cdot\mathbf x}$, we also have $rV(\mathbf G)r^{-1}=V(R\mathbf G)$. Neither $r$ nor $V(\mathbf G)$ depends on $\mathbf k$, wherever the orbitals sit in the cell.

The Berry connection, curvature and Chern number are
$$\mathbf A=i\,\mathrm{Tr}\langle u|\nabla u\rangle,\quad \Omega=\partial_xA_y-\partial_yA_x,\quad C=\frac1{2\pi}\int_{BZ}\Omega\,d^2k.$$
Reversing the sense of rotation or the sign of $\Omega$ inverts one side of the formulas below.

**Eigenvalues at an invariant point.** Let $R_p=R^{n/p}$ be the rotation by $2\pi/p$, and let $R_p\mathbf Q=\mathbf Q-\mathbf G$. Then $r^{n/p}$ takes $E_{\mathbf Q}$ to $E_{\mathbf Q-\mathbf G}$, and $V(\mathbf G)$ brings it back. The operator
$$s_Q=V(\mathbf G)\,r^{n/p},\qquad \mathbf G=\mathbf Q-R_p\mathbf Q,$$
therefore acts within $E_{\mathbf Q}$. It represents the ordinary rotation of Bloch functions, because
$$r^{n/p}e^{i\mathbf Q\cdot\mathbf x}u=e^{i(\mathbf Q-\mathbf G)\cdot\mathbf x}r^{n/p}u=e^{i\mathbf Q\cdot\mathbf x}s_Qu.$$
Moving all $V$ factors to the left gives
$$s_Q^p=V(\mathbf G+R_p\mathbf G+\dots+R_p^{p-1}\mathbf G)\,r^n=(-1)^F,$$
since the rotated vectors sum to zero. The eigenvalues are thus $p$-th roots of $(-1)^F$.

## 3. Flux through one wedge

If $|u(\mathbf k)\rangle$ is a local frame, $r|u(\mathbf k)\rangle$ is a frame at $R\mathbf k$. As $r$ is constant, $\mathbf A$ rotates as a vector, and its curl obeys $\Omega(R\mathbf k)=\Omega(\mathbf k)$. A change of frame by a matrix $T$ adds only the gradient $i\nabla\ln\det T$ to $\mathbf A$, so this equality is independent of the frame. Likewise $\Omega(\mathbf k+\mathbf G)=\Omega(\mathbf k)$.

Choose a wedge whose $n$ rotated copies fill the zone. Its flux is $2\pi C/n$. The wedge is simply connected, so a smooth frame exists on it and Stokes' theorem applies:
$$\oint\mathbf A\cdot d\mathbf k=\frac{2\pi C}{n}.$$

To turn this into a statement about operators, carry states around the boundary by parallel transport. Write the transported frame as $|\tilde u_j\rangle=\sum_i|u_i\rangle T_{ij}$ and require $\langle u_i|d\tilde u_j\rangle=0$. Then $dT=-\langle u|du\rangle T$, so
$$d\ln\det T=-\mathrm{Tr}\langle u|du\rangle=i\mathbf A\cdot d\mathbf k.$$
For the closed boundary, traversed counterclockwise, the transport operator $W$ satisfies
$$\det W=e^{2\pi iC/n}. \tag{1}$$
It remains to evaluate $\det W$ from symmetry.

## 4. The cases n = 4, 3 and 6

Take the wedge with corners $\Gamma,A,B,A'$, in this order, where $A'=RA$:

- $n=4$: $A=X$, $B=M$, with rotation orders $p_A=2$, $p_B=4$.
- $n=3$: $A=K$, $B=K'$, with $p_A=p_B=3$.
- $n=6$: $A=M$, $B=K$, with $p_A=2$, $p_B=3$.

For $n=4$, with lattice constant 1, this is the square $(0,0),(\pi,0),(\pi,\pi),(0,\pi)$. For $n=3$ it is a third of the hexagonal zone, with $K$ and $K'$ adjacent corners. For $n=6$ it is a sixth, with $M$ the midpoint of a zone edge and $K$ an adjacent corner.

Let $a$ be the transport $\Gamma\to A$ and $b$ the transport $A\to B$. The other two sides are images of these:

- $R$ takes $\Gamma A$ to $\Gamma A'$. Transport $\Gamma\to A'$ is $rar^{-1}$, and the return $A'\to\Gamma$ is $ra^{-1}r^{-1}$.
- The counterclockwise rotation by $2\pi/p_B$ about $B$ takes $A'B$ to $AB$. Transport $A'\to B$ is $s_B^{-1}bs_B$, so $B\to A'$ is $s_B^{-1}b^{-1}s_B$.

Here $s_B$ is used between different momenta: it maps $E_{\mathbf k}$ to the space at the point obtained by rotating $\mathbf k$ about $B$. With the first side on the right,
$$W=r\,a^{-1}\,(r^{-1}s_B^{-1})\,b^{-1}\,s_B\,b\,a.$$
Choose orthonormal bases at $\Gamma$, $A$ and $B$. Every factor above, with the bracket taken as one, is then an $N\times N$ matrix: $r$ acts within $E_\Gamma$, $r^{-1}s_B^{-1}$ takes $E_A\to E_{A'}\to E_A$, and $s_B$ acts within $E_B$. The determinants of $a,a^{-1}$ and $b,b^{-1}$ cancel:
$$\det W=\det{}_\Gamma(r)\,\det{}_A\big((s_Br)^{-1}\big)\,\det{}_B(s_B). \tag{2}$$

The middle factor is a rotation about $A$. Since $s_B=V(\mathbf G_B)r^{n/p_B}$,
$$(s_Br)^{-1}=r^{-1-n/p_B}V(-\mathbf G_B)=V(\mathbf G')\,r^{-1-n/p_B},$$
where $\mathbf G'=-R^{-1-n/p_B}\mathbf G_B$. In all three cases
$$\frac1n+\frac1{p_A}+\frac1{p_B}=1,$$
as $\tfrac14+\tfrac12+\tfrac14$, $\tfrac13+\tfrac13+\tfrac13$ and $\tfrac16+\tfrac12+\tfrac13$ show. Hence $-1-n/p_B=n/p_A-n$. With $r^{-n}=(-1)^F$,
$$(s_Br)^{-1}=(-1)^FV(\mathbf G')r^{n/p_A}=(-1)^Fs_A.$$
The last equality holds because the map fixes $A$, which requires $\mathbf G'=A-R_{p_A}A$. The sign is the cost of replacing a clockwise rotation by the counterclockwise one that differs from it by a full turn.

Combining this with (1) and (2), and writing determinants as products over occupied bands $j$, gives for $n=4$
$$\boxed{\,i^C=\prod_{j=1}^N(-1)^F\,\xi_j(\Gamma)\,\xi_j(M)\,\zeta_j(X)\,} \tag{3}$$
Here $\xi$ is a $C_4$ eigenvalue and $\zeta$ a $C_2$ eigenvalue. The label $j$ only lists eigenvalues at each point; no band has to be followed between points. With $\theta$ for $C_3$ and $\eta$ for $C_6$, the other cases are
$$e^{2\pi iC/3}=\prod_j(-1)^F\theta_j(\Gamma)\theta_j(K)\theta_j(K'),$$
$$e^{i\pi C/3}=\prod_j(-1)^F\eta_j(\Gamma)\zeta_j(M)\theta_j(K).$$

**Check in the atomic limit.** Put one uncoupled orbital per cell at the fourfold centre $\mathbf x=0$, with eigenvalue $\xi$. The three factors are $\xi,\xi,\xi^2$. Their product is $\xi^4=(-1)^F$, which the explicit sign turns into 1, as $C=0$ requires. If the orbital sits instead at the cell centre $(\tfrac12,\tfrac12)$, then $\mathbf G=(2\pi,0)$ at both $M$ and $X$, and $V(\mathbf G)$ contributes $e^{-i\pi}=-1$ at each. The factors $\xi,-\xi,-\xi^2$ have the same product. Moving the orbital changes individual eigenvalues but not the result.

## 5. The case n = 2

With twofold symmetry take half the zone, bounded by $Y_-=-\mathbf b_2/2$, $M_-=(\mathbf b_1-\mathbf b_2)/2$, $M=(\mathbf b_1+\mathbf b_2)/2$ and $Y=\mathbf b_2/2$, with $\mathbf b_1,\mathbf b_2$ oriented counterclockwise. The right side passes through $X=\mathbf b_1/2$ and the left side through $\Gamma$.

Let $p,q,c$ be the transports $Y_-\to M_-$, $M_-\to X$ and $Y\to\Gamma$, and let $V_2=V(\mathbf b_2)$. The half-turn about $X$ exchanges $M_-$ and $M$, so $X\to M$ is $s_Xq^{-1}s_X^{-1}$. Translation gives $M\to Y$ as $V_2p^{-1}V_2^{-1}$. The half-turn about $\Gamma$ gives $\Gamma\to Y_-$ as $rc^{-1}r^{-1}$. Altogether
$$W=rc^{-1}r^{-1}c\,V_2p^{-1}(V_2^{-1}s_X)q^{-1}s_X^{-1}q\,p.$$
In the determinant the transports cancel again, leaving $r^{-1}$ on $E_\Gamma$, $s_X^{-1}$ on $E_X$, and two combinations:
$$V_2^{-1}s_X=V(\mathbf b_1-\mathbf b_2)r=s_{M_-},\qquad rV_2=V(-\mathbf b_2)r=s_{Y_-}.$$
These have the same eigenvalues as $s_M$ and $s_Y$, to which they are related by conjugation with $V_2$. Finally $s^2=(-1)^F$ means $s^{-1}=(-1)^Fs$. This occurs at $\Gamma$ and at $X$, so the two signs cancel band by band:
$$(-1)^C=\prod_j\zeta_j(\Gamma)\zeta_j(X)\zeta_j(Y)\zeta_j(M).$$

A $C_4$ crystal also has $C_2$ symmetry, so squaring (3) must reproduce this formula. At $\Gamma$ and $M$ the squares $\xi^2$ are the $C_2$ eigenvalues. At $X$ one obtains $\zeta(X)^2$; since $rs_Xr^{-1}=s_Y$, the $C_2$ eigenvalues at $X$ and $Y$ coincide, and this is $\zeta(X)\zeta(Y)$. The results agree. Fourfold symmetry refines the parity of $C$ to its value modulo four.

## 6. A two-band lattice model

Take a square lattice with lattice constant 1 and the nearest-neighbour energy scale as unit of energy. Let $h=\mathbf d\cdot\boldsymbol\sigma$ with
$$d_x=g(k_x),\quad d_y=g(k_y),\quad g(k)=\sin k+\lambda\sin2k,$$
$$d_z=m+\cos k_x+\cos k_y+t\cos k_x\cos k_y.$$
Both orbitals sit at the origin, are spinless, and have $r=\mathrm{diag}(1,i)$. To check the symmetry, note that $R$ takes $(k_x,k_y)$ to $(-k_y,k_x)$. The element $h_{12}=g(k_x)-ig(k_y)$ becomes
$$-g(k_y)-ig(k_x)=-i\,h_{12}(\mathbf k),$$
which is also the 12 element of $rhr^{-1}$. The diagonal is unchanged.

At $\Gamma$, $M$ and $X$ both values of $g$ vanish, so $h=d_z\sigma_z$. If $d_z>0$, the lower state is the second orbital, with $C_4$ eigenvalue $i$ and $C_2$ eigenvalue $-1=i^2$. If $d_z<0$, it is the first orbital and both eigenvalues are 1. With $\nu_Q=1$ for $d_z(Q)>0$ and 0 otherwise, (3) becomes
$$C\equiv\nu_\Gamma+\nu_M+2\nu_X\pmod4. \tag{4}$$

**Main example: $\lambda=0$, $m=1$, $t=0$.** Here
$$d_z(\Gamma)=1+1+1=3,\quad d_z(M)=1-1-1=-1,\quad d_z(X)=1-1+1=1.$$
The eigenvalues are $i$, $1$ and $-1$, with product $-i$. Equation (4) gives $C\equiv1+0+2=3\equiv-1$. The curvature integral selects $C=-1$ from this class.

**Curvature of the lower band.** Let $\hat{\mathbf d}=\mathbf d/|\mathbf d|$. Near $\hat{\mathbf d}=(n_1,n_2,1)$ with small $n_1,n_2$, the lower state is, to first order, $u=(-(n_1-in_2)/2,\,1)$. Then
$$\Omega=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle=\tfrac12(\partial_xn_1\partial_yn_2-\partial_xn_2\partial_yn_1).$$
A constant spin rotation brings any direction to this one, so in general
$$\Omega=\tfrac12\,\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d})=\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3}. \tag{5}$$
Derivatives of $|\mathbf d|$ drop out because they multiply vectors parallel to $\mathbf d$. The flux is half the oriented solid angle swept by $\hat{\mathbf d}$.

This shows the wedge argument geometrically. In the quarter zone $0\le k_x,k_y\le\pi$ of the main example, $d_x,d_y\ge0$. Along its boundary $\hat{\mathbf d}$ starts and ends at the north pole. From $X$ to $M$ it descends to the south pole through $+y$; from $M$ to $Y$ it returns through $+x$. The other two sides stay in the northern hemisphere and retrace their paths. The enclosed quarter of the sphere has solid angle $\pi$ and is traversed clockwise as seen from outside. The flux is therefore $-\pi/2$, in agreement with the computed $-1.5708$ rad, or $-0.25\times2\pi$. The boundary transport factor is $e^{-i\pi/2}=-i$, equal to the eigenvalue product.

**Two phases with $C=\pm2$.** For $\lambda=m=0$, $t=3$, the values of $d_z$ at $\Gamma,M,X$ are $5,1,-3$, and the product is $i\cdot i\cdot1=-1$. For $t=-3$ they are $-1,-5,3$, and the product is $1\cdot1\cdot(-1)=-1$. The curvature integrals give $C=2$ and $C=-2$. The eigenvalues differ, but the product cannot separate integers that differ by four.

## 7. What the eigenvalues do not see

Even the complete list of eigenvalues can leave $C$ undecided. Set $\lambda=1$, $t=0$ and compare $m=1.75$ with $m=1.25$. In both phases the eigenvalues at $\Gamma,M,X$ are $i,1,-1$, yet the computed Chern numbers are $-1$ and $3$.

The difference arises away from the invariant points. Since $g(k)=\sin k\,(1+2\cos k)$, there are extra zeros at $k=\pm2\pi/3$. At $(2\pi/3,\pi)$
$$d_z=m-\tfrac12-1=m-\tfrac32,$$
so the gap closes there at $m=1.5$, and at the same time at the three rotated copies of this point. Near this point put $\mu=m-\tfrac32$. The slopes are
$$\alpha=g'(2\pi/3)=-\tfrac12-1=-\tfrac32,\qquad \beta=g'(\pi)=-1+2=1.$$
The third component also has a slope, $\gamma=-\sin(2\pi/3)=-\sqrt3/2$ along $q_x$. To first order, then, $\mathbf d\approx(\alpha q_x,\beta q_y,\mu+\gamma q_x)$, and
$$\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)=(\alpha q_x,\beta q_y,\mu+\gamma q_x)\cdot(-\beta\gamma,0,\alpha\beta)=\alpha\beta\mu.$$
As $\mathbf q$ varies, $\mathbf d$ covers a plane once. For $\mu\neq0$ this plane misses the origin, so seen from there it fills half of all directions, a solid angle $2\pi$. The flux is half the oriented solid angle, with the sign of $\alpha\beta\mu$:
$$\pi\,\mathrm{sgn}(\alpha\beta)\,\mathrm{sgn}(\mu).$$
Here $\alpha\beta<0$. Lowering $m$ through 1.5 changes the flux from $-\pi$ to $+\pi$, which adds 1 to $C$. Four equivalent points add 4, turning $-1$ into $3$.

The same mechanism holds beyond this model. When a gap closes and reopens at isolated momenta, the flux through a small disc around each can jump only by a multiple of $2\pi$, because the boundary phase varies continuously. Under $C_4$, a momentum fixed by no rotation, modulo reciprocal vectors, has four copies with equal jumps, and $C$ changes by a multiple of four. Any other change of $C$ needs a closing at $\Gamma$, $M$ or the pair $X,Y$.

## 8. Where the result fails

The formulas need both the gap and the rotation symmetry. Adding the constant 0.4 to $d_x$ in the main example breaks $C_4$, and $C_2$ as well, since $d_x$ is no longer odd in $\mathbf k$. The minimum gap falls from 2 to 1.2 but stays open, and $C$ remains $-1$. The flux through the same quarter zone, however, is now $-0.149\times2\pi$ instead of $-0.25\times2\pi$. An integer total no longer implies equal quarters, so the derivation fails at its first step. One may still infer $C$ from the symmetric model if the perturbation can be switched on without closing the gap.

The direct gap suffices to define $C$ for the chosen bands. An insulator also needs these bands to lie below the others in energy across the whole zone, which rotation eigenvalues do not guarantee.

The general formulas were tested on random multiband models with orbitals both at and away from the rotation centre, for all four $n$ and both values of $F$. Fillings with a nearly closed gap, or with curvature too concentrated for the momentum mesh, were left out. In each remaining case the eigenvalue product and the boundary transport both agreed with $e^{2\pi iC/n}$, with $C$ computed separately over the full zone. For $n=4$ this covered 70 fillings, 41 of them with $C$ not divisible by four. The remaining counts and the two-band cases computed are in the numerical output.

## Values computed for the example and the checks

```
Two-band model, energies in nearest-neighbour units
lambda     m     t  min gap  xi(G) xi(M) zeta(X) product  C  C(integral)
  0.00  3.00  0.00   2.0000     +i    +i      -1      +1  0  -0.000000
  0.00  1.00  0.00   2.0000     +i    +1      -1      -i -1  -1.000000
  0.00 -1.00  0.00   2.0000     +i    +1      +1      +i  1   1.000000
  0.00  0.00  3.00   1.6331     +i    +i      +1      -1  2   2.000000
  0.00  0.00 -3.00   1.6331     +1    +1      -1      -1 -2  -2.000000
  1.00  1.75  0.00   0.4275     +i    +1      -1      -i -1  -1.000000
  1.00  1.25  0.00   0.3822     +i    +1      -1      -i  3   3.000000
  1.00 -0.25  0.00   0.4275     +i    +1      +1      +i -3  -3.000000
Main example: lambda = 0, m = 1, t = 0
  Gamma: d_z = 3.0000, lower-band energy = -3.0000
  M: d_z = -1.0000, lower-band energy = -1.0000
  X: d_z = 1.0000, lower-band energy = -1.0000
  quarter-zone flux = -1.570796 rad = -0.250000 x 2pi
  boundary transport factor = -i
Between m = 1.75 (C = -1) and m = 1.25 (C = 3), lambda = 1, t = 0:
  gap closings at m = 1.5: 4 momenta (kx/pi, ky/pi)
  (0.6667, 1.0000), (1.0000, 0.6667), (1.0000, 1.3333), (1.3333, 1.0000)
C4 broken by adding 0.4 to d_x of the main example:
  min gap = 1.2000, C = -1.000000, quarter-zone flux = -0.149357 x 2pi
Random multiband models, spinless and spin one-half together:
  n = 2: 46 gapped fillings tested, 11 with C mod n nonzero, C from -2 to 2
  n = 3: 49 gapped fillings tested, 27 with C mod n nonzero, C from -6 to 5
  n = 4: 70 gapped fillings tested, 41 with C mod n nonzero, C from -6 to 8
  n = 6: 89 gapped fillings tested, 63 with C mod n nonzero, C from -6 to 8
```
